\section*{The Scharfetter-Gummel Flux and Its Centred and Upwind Limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{The flux between two nodes and its centred limit}

\subsection{A cell without a field}

Two grid nodes lie at $x=0$ and $x=h$. The density $n$ of some plasma species is known there, $n(0)=n_L$ and $n(h)=n_R$, and the particle flux $\Gamma$ from left to right is wanted. Suppose first that there is no electric field, so that the species moves by diffusion alone, $\Gamma=-D\,dn/dx$, with a constant coefficient $D>0$. If nothing is created, lost or stored between the nodes, the same flux passes through every point of the cell. Then $dn/dx=-\Gamma/D$ is constant and the density is a straight line. Its slope is $(n_R-n_L)/h$, and therefore
\begin{equation}
\Gamma=\frac{D}{h}\,(n_L-n_R).
\label{eq:diffusion}
\end{equation}
This is the centred difference formula for diffusion, but no derivative was replaced by a difference quotient to obtain it. The straight line was not assumed either: it follows from the constancy of the flux. With a field present, the same requirement selects a different profile, and the flux belonging to that profile is the Scharfetter-Gummel flux.

\subsection{Flux law and assumptions}

Consider a singly charged species with charge sign $s=\pm1$ and particle mass $m$, moving through a neutral gas at rest. Let $e>0$ be the elementary charge, $\nu$ the momentum-transfer collision frequency, $u$ the mean velocity and $T$ the temperature in volts, so that the pressure is $enT$. When collisions are frequent, the inertia of the species can be neglected, and the electric force, the pressure gradient and the friction balance:
\begin{equation}
0=s e n E-eT\frac{dn}{dx}-m\nu n u .
\end{equation}
Here $T$ is taken as uniform, which allows it to stand outside the derivative. Division by $m\nu$ and the definition $\Gamma=nu$ give
\begin{equation}
\Gamma=v n-D\frac{dn}{dx},\qquad v=s\mu E,\qquad
\mu=\frac{e}{m\nu},\qquad D=\frac{eT}{m\nu}=\mu T .
\label{eq:law}
\end{equation}
The drift velocity $v$ carries a sign. Electrons have $s=-1$ and drift to the right when $E$ is negative. The relation $D=\mu T$ is the Einstein relation; it holds in this model, with an isotropic pressure and a constant $\nu$.

A fluid simulation combines \eqref{eq:law} with the continuity equation
\begin{equation}
\frac{\partial n}{\partial t}+\frac{\partial\Gamma}{\partial x}=S,
\label{eq:continuity}
\end{equation}
where $S$ is the net source per volume and time. Densities are stored at the nodes, and the flux is needed between them. Three assumptions are made inside one cell:
\begin{itemize}
\item[(A1)] $v$ and $D>0$ are constant;
\item[(A2)] $n$ is continuously differentiable and obeys \eqref{eq:law};
\item[(A3)] $\Gamma$ is constant.
\end{itemize}
By \eqref{eq:continuity}, assumption (A3) holds when $S=\partial n/\partial t$ throughout the cell, in particular in a steady cell without a source. In other cases it is an approximation; its error for a uniform source is derived in the second half.

The ratio of drift to diffusion on the scale of the cell is the cell P\'eclet number
\begin{equation}
z=\frac{vh}{D}=\frac{sEh}{T}.
\label{eq:z}
\end{equation}
The second form follows from \eqref{eq:law}, because $\mu$ cancels. Thus $|z|$ is the potential drop across the cell divided by the temperature in volts. It can be very different for two species in the same cell: with $E=-3\times10^{3}$~V/m and $h=20$~\textmu m, electrons at 3~V have $z=0.02$, while positive ions at 0.03~V have $z=-2$.

\subsection{The theorem}

Define the Bernoulli function
\begin{equation}
B(z)=\frac{z}{e^{z}-1}\quad(z\neq0),\qquad B(0)=1 .
\label{eq:B}
\end{equation}

\paragraph{Theorem.} Under (A1) to (A3):

(i) The flux is
\begin{equation}
\Gamma=\frac{D}{h}\left[B(-z)\,n_L-B(z)\,n_R\right].
\label{eq:SG}
\end{equation}

(ii) For $z\to0$ at fixed $n_L$, $n_R$ and $D/h$,
\begin{equation}
\Gamma=\frac{D}{h}(n_L-n_R)+v\,\frac{n_L+n_R}{2}
+\frac{D}{h}(n_L-n_R)\left[\frac{z^2}{12}+O(z^4)\right].
\label{eq:small}
\end{equation}

(iii) For $|z|\to\infty$ at fixed $n_L$, $n_R$ and $D/h$, the difference $\Gamma-v n_{\rm up}$ tends to zero, where $n_{\rm up}=n_L$ for $v>0$ and $n_{\rm up}=n_R$ for $v<0$.

Part (ii) contains centred diffusion at $z=0$ and adds centred drift at first order in $z$. Part (iii) is upwind drift: the density is taken from the node out of which the particles come. Parts (i) and (ii) are proved in this half, part (iii) in the next.

\subsection{Two lemmas and the proof of part (i)}

\paragraph{Lemma 1.} For every real $z$, $B(z)>0$ and
\begin{equation}
B(-z)=e^{z}B(z)=B(z)+z .
\label{eq:Bsym}
\end{equation}
For $z>0$, moreover, $B(z)<1$.

\paragraph{Proof.} For $z\ne0$ the numerator and the denominator in \eqref{eq:B} have the same sign, so $B>0$; at $z=0$ the value is 1. Next,
\begin{equation}
B(-z)=\frac{-z}{e^{-z}-1}=\frac{-z\,e^{z}}{1-e^{z}}
=\frac{z\,e^{z}}{e^{z}-1}=e^zB(z),
\end{equation}
where the fraction was expanded by $e^z$. Writing $e^z=(e^z-1)+1$ in the last numerator gives $B(-z)=z+B(z)$. At $z=0$ all three expressions equal 1. Finally, $e^z-1>z$ for $z>0$, which gives $B(z)<1$. This completes the proof.

\paragraph{Lemma 2.} Under (A1) and (A2), whether or not $\Gamma$ is constant,
\begin{equation}
\int_0^h\Gamma(x)\,e^{-vx/D}\,dx=D\left(n_L-n_R\,e^{-z}\right).
\label{eq:lemma2}
\end{equation}

\paragraph{Proof.} The product rule and then the flux law give
\begin{equation}
\frac{d}{dx}\left(n\,e^{-vx/D}\right)
=\left(\frac{dn}{dx}-\frac{v}{D}\,n\right)e^{-vx/D}
=-\frac{\Gamma}{D}\,e^{-vx/D}.
\label{eq:factor}
\end{equation}
Integrate from $0$ to $h$. The left side becomes $n_Re^{-vh/D}-n_L=n_Re^{-z}-n_L$. Multiplication by $-D$ yields \eqref{eq:lemma2}. This completes the proof.

\paragraph{Proof of part (i).} By (A3), $\Gamma$ can be taken out of the integral in \eqref{eq:lemma2}. For $z\neq0$ the remaining integral is
\begin{equation}
\int_0^h e^{-vx/D}\,dx=\frac{D}{v}\left(1-e^{-z}\right)
=h\,\frac{1-e^{-z}}{z}=\frac{h}{B(-z)} ,
\label{eq:norm}
\end{equation}
since $D/v=h/z$ and $B(-z)=-z/(e^{-z}-1)=z/(1-e^{-z})$. Hence
\begin{equation}
\Gamma=\frac{D}{h}\,B(-z)\left(n_L-n_Re^{-z}\right).
\end{equation}
By Lemma~1, $e^{-z}B(-z)=B(z)$, and \eqref{eq:SG} follows. For $z=0$ the integral is $h$ and the result is \eqref{eq:diffusion}, in agreement with $B(0)=1$. This completes the proof.

\subsection{The density inside the cell}

The profile shows what the formula assumes between the nodes. Since $\Gamma$, $v$ and $D$ are constant, $dn/dx=(vn-\Gamma)/D$ is itself differentiable, and differentiation of \eqref{eq:law} gives $v\,n'-D\,n''=0$. Hence $n'$ is proportional to $e^{vx/D}=e^{zx/h}$, and for $z\ne0$
\begin{equation}
n(x)=a+b\,e^{zx/h}.
\end{equation}
The node values require $a+b=n_L$ and $a+b\,e^z=n_R$. Subtraction gives $b=(n_R-n_L)/(e^z-1)$, and then
\begin{equation}
n(x)=n_L+(n_R-n_L)\,\frac{e^{zx/h}-1}{e^{z}-1}.
\label{eq:profile}
\end{equation}
The density runs monotonically from one node value to the other, so it stays positive if they are positive.

The two terms have separate physical roles. The exponential term contributes drift $v\,b\,e^{zx/h}$ and diffusion $-D\,b\,(z/h)\,e^{zx/h}=-v\,b\,e^{zx/h}$, which cancel. It is a Boltzmann distribution and carries no net flux. The uniform term $a$ has no gradient and carries the whole flux,
\begin{equation}
\Gamma=v a=v(n_L-b)=v\,\frac{n_Le^{z}-n_R}{e^{z}-1}.
\label{eq:va}
\end{equation}
Since $v=(D/h)z$, this is \eqref{eq:SG} again.

At the midpoint, $e^z-1=(e^{z/2}-1)(e^{z/2}+1)$ simplifies \eqref{eq:profile} to
\begin{equation}
n(h/2)=n_L+\frac{n_R-n_L}{e^{z/2}+1}.
\label{eq:mid}
\end{equation}
The weight of $n_R$ is $1/2$ at $z=0$ and tends to zero for large positive $z$: a strong drift to the right fills most of the cell with the density of the left node, and the change to $n_R$ takes place in a layer of thickness about $h/z=D/v$ at the right end.

\subsection{The symmetric form and the proof of part (ii)}

Let
\begin{equation}
C(z)=\frac{B(-z)+B(z)}{2}.
\end{equation}
By \eqref{eq:Bsym}, $B(-z)-B(z)=z$, so $B(-z)=C+z/2$ and $B(z)=C-z/2$. Substitution into \eqref{eq:SG}, with $Dz/h=v$, gives
\begin{align}
\Gamma&=\frac{D}{h}\left[\left(C+\frac z2\right)n_L-\left(C-\frac z2\right)n_R\right]\nonumber\\
&=v\,\frac{n_L+n_R}{2}-D\,C(z)\,\frac{n_R-n_L}{h}.
\label{eq:sym}
\end{align}
The Scharfetter-Gummel flux is thus the centred flux with $D$ replaced by $D_{\rm eff}=D\,C(z)$. The function $C$ follows from $C=B(z)+z/2$:
\begin{equation}
C(z)=\frac{z}{e^z-1}+\frac z2=\frac z2\,\frac{e^z+1}{e^z-1}
=\frac z2\coth\frac z2 .
\label{eq:C}
\end{equation}

\paragraph{Proof of part (ii).} With $y=z/2$,
\begin{equation}
y\coth y=\frac{\cosh y}{(\sinh y)/y}
=\frac{1+y^2/2+O(y^4)}{1+y^2/6+O(y^4)}
=1+\frac{y^2}{3}+O(y^4).
\label{eq:cothseries}
\end{equation}
Hence $C(z)=1+z^2/12+O(z^4)$. Insertion into \eqref{eq:sym} gives \eqref{eq:small}. This completes the proof.

The limit has a simple physical condition: the potential drop across the cell must be small compared with the temperature in volts. The error of the centred formula is then small relative to the diffusion flux $(D/h)(n_L-n_R)$, but not necessarily relative to the net flux, which can be much smaller when drift and diffusion nearly cancel. At fixed field and temperature, refining the grid makes $z$ proportional to $h$, so the flux formula approaches the centred one.

\subsection{Weak and moderate drift in numbers}

Take electrons with the round parameters $\mu=0.05$~m$^2$/(V\,s) and $T=3$~V, so that $D=0.15$~m$^2$/s, in a cell with $h=20$~\textmu m. These values represent a collisional discharge at about atmospheric pressure. They are held fixed while the field is varied, which isolates the effect of $z$; in a real discharge $\mu$ and $T$ depend on the field. The field is also prescribed and taken as uniform. The largest value used, $3\times10^6$~V/m, is about the breakdown field of air, and ionization in the cell need not be negligible there, in argon especially. At the smallest value, $3\times10^3$~V/m, the density difference chosen below would change the field across the cell by about $7\times10^3$~V/m if the ions did not compensate it. The numbers illustrate the formula and do not describe a self-consistent discharge. The node densities are $n_L=1.0\times10^{17}$~m$^{-3}$ and $n_R=0.6\times10^{17}$~m$^{-3}$. The prefactor is $D/h=7500$~m/s.

The kinetic estimate $3D/v_{\rm th}$, with the mean thermal speed $v_{\rm th}=1.16\times10^6$~m/s, puts the mean free path near 0.4~\textmu m, well below $h$. The largest drift speed used below, $1.5\times10^5$~m/s, is 13\% of $v_{\rm th}$. Drift and diffusion are therefore a reasonable description on the scale of the cell. At the largest field, however, the downstream layer of thickness $D/v=1$~\textmu m spans fewer than three mean free paths, and its detailed shape is only a property of the model.

For $E=-3\times10^3$~V/m, $v=150$~m/s and $z=0.02$. Centred diffusion gives $7500\times0.4\times10^{17}=3.00\times10^{20}$~m$^{-2}$\,s$^{-1}$, and centred drift adds $150\times0.8\times10^{17}=0.12\times10^{20}$~m$^{-2}$\,s$^{-1}$. The sum is $3.1200\times10^{20}$~m$^{-2}$\,s$^{-1}$, against the Scharfetter-Gummel value $3.1201\times10^{20}$~m$^{-2}$\,s$^{-1}$. The difference, $1.0\times10^{16}$~m$^{-2}$\,s$^{-1}$, is the correction $3.00\times10^{20}\times z^2/12$ of \eqref{eq:small}.

For $E=-4.5\times10^5$~V/m, $v=2.25\times10^4$~m/s and $z=3$. With $B(-3)=3.1572$ and $B(3)=0.1572$,
\begin{align}
\Gamma&=7500\,\bigl(3.1572\times1.0-0.1572\times0.6\bigr)\times10^{17}\nonumber\\
&=2.297\times10^{21}\ \mathrm{m^{-2}\,s^{-1}} .
\end{align}
The centred flux is $2.100\times10^{21}$~m$^{-2}$\,s$^{-1}$, which is 8.6\% below this value. The profile explains the deficit. The true midpoint density is $0.927\times10^{17}$~m$^{-3}$, so drift there carries $2.086\times10^{21}$~m$^{-2}$\,s$^{-1}$ and diffusion the remaining $0.211\times10^{21}$~m$^{-2}$\,s$^{-1}$. The centred formula uses the mean density $0.8\times10^{17}$~m$^{-3}$ and finds a drift of $1.8\times10^{21}$~m$^{-2}$\,s$^{-1}$, too small, and a diffusion of $0.3\times10^{21}$~m$^{-2}$\,s$^{-1}$, too large. The two errors partly cancel.

As an independent test, the flux was also found by numerical integration of \eqref{eq:law} from the left node, with $\Gamma$ adjusted until the density at the right node was $n_R$. For eight values of $z$ between $-20$ and $20$ it agreed with \eqref{eq:SG} to a relative tolerance of $10^{-8}$.

\section{The upwind limit, varying flux and the grid}

\subsection{Symbols and results carried over}

A cell of width $h$ has densities $n_L$ at $x=0$ and $n_R$ at $x=h$. The flux to the right is $\Gamma=vn-D\,dn/dx$, with drift velocity $v=s\mu E$, charge sign $s$ and diffusion coefficient $D=\mu T$, $T$ in volts. The cell P\'eclet number is $z=vh/D=sEh/T$. For constant $\Gamma$, $v$ and $D$, the first half established
\begin{equation}
\Gamma_{\rm SG}=\frac Dh\left[B(-z)n_L-B(z)n_R\right]
=v\,\frac{n_Le^z-n_R}{e^z-1},\qquad B(z)=\frac{z}{e^z-1},
\label{eq:SG2}
\end{equation}
where the second form requires $z\neq0$. The function $B$ is positive, satisfies $B(-z)=e^zB(z)=B(z)+z$, and is smaller than 1 for $z>0$. An equivalent form is the centred flux with diffusion coefficient $D_{\rm eff}=D\,C(z)$, where $C(z)=(z/2)\coth(z/2)=B(z)+z/2$ and $C(z)=1+z^2/12+O(z^4)$. If the flux varies in the cell, it still obeys
\begin{equation}
\int_0^h\Gamma(x)e^{-vx/D}dx=D\left(n_L-n_Re^{-z}\right),\qquad
\int_0^h e^{-vx/D}dx=\frac{h}{B(-z)} .
\label{eq:id2}
\end{equation}
The numerical example has $D/h=7500$~m/s, $T=3$~V, $n_L=1.0\times10^{17}$~m$^{-3}$ and, unless stated otherwise, $n_R=0.6\times10^{17}$~m$^{-3}$.

\subsection{Proof of the upwind limit}

\paragraph{Lemma 3.} For $z\neq0$, with $n_{\rm up}=n_L$ for $v>0$ and $n_{\rm up}=n_R$ for $v<0$,
\begin{equation}
\Gamma_{\rm SG}-v\,n_{\rm up}=|v|\,\frac{n_L-n_R}{e^{|z|}-1}.
\label{eq:up}
\end{equation}

\paragraph{Proof.} For $v>0$, subtract $vn_L$ from the second form in \eqref{eq:SG2}:
\begin{equation}
\Gamma_{\rm SG}-vn_L
=v\,\frac{n_Le^z-n_R-n_L(e^z-1)}{e^z-1}
=v\,\frac{n_L-n_R}{e^z-1}.
\end{equation}
Here $v=|v|$ and $z=|z|$. For $v<0$, subtract $vn_R$ instead:
\begin{equation}
\Gamma_{\rm SG}-vn_R
=v\,\frac{n_Le^z-n_R-n_R(e^z-1)}{e^z-1}
=v\,\frac{(n_L-n_R)\,e^z}{e^z-1}
=v\,\frac{n_L-n_R}{1-e^{-z}} .
\end{equation}
Now $v=-|v|$ and $-z=|z|$, so the factor $v/(1-e^{-z})$ equals $-|v|/(1-e^{|z|})=|v|/(e^{|z|}-1)$. This completes the proof.

\paragraph{Proof of part (iii) of the theorem.} Since $|v|=(D/h)|z|$, the right side of \eqref{eq:up} is $(D/h)\,B(|z|)\,(n_L-n_R)$. At fixed $D/h$ and fixed densities it tends to zero, because $B(|z|)=|z|/(e^{|z|}-1)\to0$. This completes the proof.

For $E=-3\times10^6$~V/m in the example, $v=1.5\times10^5$~m/s and $z=20$. Upwind drift gives $1.5\times10^5\times1.0\times10^{17}=1.5\times10^{22}$~m$^{-2}$\,s$^{-1}$. With $B(20)=4.12\times10^{-8}$, the departure is $7500\times4.12\times10^{-8}\times0.4\times10^{17}=1.2\times10^{13}$~m$^{-2}$\,s$^{-1}$, less than one part in $10^9$ of the flux. The centred flux is $1.23\times10^{22}$~m$^{-2}$\,s$^{-1}$, 18\% below the Scharfetter-Gummel value. At $z=3$, upwind drift gives $2.250\times10^{21}$ instead of $2.297\times10^{21}$~m$^{-2}$\,s$^{-1}$, a deficit of 2.1\%. At $z=0.02$ it gives $1.5\times10^{19}$ instead of $3.12\times10^{20}$~m$^{-2}$\,s$^{-1}$, because it leaves out the diffusion that dominates there.

\paragraph{Remark: upwind drift with added diffusion.} Another construction adds the centred diffusion flux to upwind drift. At large $|z|$ its departure from $vn_{\rm up}$ is $(D/h)(n_L-n_R)$, without the factor $B(|z|)$. Relative to the drift flux this falls as $1/|z|$ and not exponentially. The reason is visible in the profile: when drift is strong, the density gradient is confined to a thin layer at the downstream node. In most of the cell there is no gradient for diffusion to act on, whereas the centred difference spreads the gradient over the whole cell.

The Scharfetter-Gummel flux has now been derived for a constant flux in the cell, and at fixed node densities it has been shown to approach the centred formula for small $|z|$ and upwind drift for large $|z|$. It remains to see when the upwind limit fails, what the formula returns when the flux varies, how it behaves on a grid, and how to evaluate $B(z)$ accurately near $z=0$.
